# Why the Plane-Wave Density Cutoff Is Four Times the Orbital Cutoff

A plane-wave calculation of a crystal stores each orbital as a finite list of coefficients, one for each plane wave whose kinetic energy lies below a chosen cutoff. The electron density is the squared modulus of these orbitals. The squared modulus of a sum of plane waves contains the differences of their wave vectors, which can correspond to shorter wavelengths than any wave in the sum, so a grid that can represent the orbitals may be too coarse for the density. An implementation therefore needs to know where the Fourier series of the density ends, whether that end depends on the Bloch vector $\mathbf k$, and how many grid points are needed to hold the series.

## Conventions

Hartree atomic units are used: lengths are in bohr, energies in hartree, and a plane wave of wave vector $\mathbf q$ has kinetic energy $|\mathbf q|^2/2$. The cell has volume $\Omega$, and $\mathbf G$ denotes a reciprocal lattice vector. An orbital of band $j$ at Bloch vector $\mathbf k$ is

$$
\psi_{j\mathbf k}(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{j\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\qquad \sum_{\mathbf G}|c_{j\mathbf k}(\mathbf G)|^2=1 .
$$

The coefficients are zero unless

$$
\tfrac12|\mathbf k+\mathbf G|^2\le E_{\rm cut}=\tfrac12G_{\max}^2 .
$$

The cutoff thus acts on the full wave vector $\mathbf k+\mathbf G$, not on $\mathbf G$ alone. With occupations $f_{j\mathbf k}$ and Brillouin-zone weights $w_{\mathbf k}$ that sum to one, the density and its Fourier coefficients are

$$
n(\mathbf r)=\sum_{j\mathbf k}w_{\mathbf k}f_{j\mathbf k}|\psi_{j\mathbf k}(\mathbf r)|^2=\sum_{\mathbf Q}n(\mathbf Q)e^{i\mathbf Q\cdot\mathbf r},
\qquad
n(\mathbf Q)=\frac1\Omega\int_\Omega n(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}\,d^3r ,
$$

where $\mathbf Q$ is also a reciprocal lattice vector.

## The density as a sum over pairs

Write the complex conjugate orbital with summation index $\mathbf G$ and the orbital with index $\mathbf G'$. Their product is

$$
|\psi_{j\mathbf k}|^2=\frac1\Omega\sum_{\mathbf G,\mathbf G'}c^*_{j\mathbf k}(\mathbf G)\,c_{j\mathbf k}(\mathbf G')\,
e^{-i(\mathbf k+\mathbf G)\cdot\mathbf r}\,e^{i(\mathbf k+\mathbf G')\cdot\mathbf r}.
$$

The two exponents add to $i(\mathbf G'-\mathbf G)\cdot\mathbf r$, because the terms in $\mathbf k$ have opposite signs and cancel. To extract the coefficient at $\mathbf Q$, use

$$
\frac1\Omega\int_\Omega e^{i(\mathbf G'-\mathbf G-\mathbf Q)\cdot\mathbf r}\,d^3r=
\begin{cases}1,&\mathbf G'=\mathbf G+\mathbf Q,\\0,&\text{otherwise.}\end{cases}
$$

The integral vanishes in the second case because a plane wave with a nonzero reciprocal lattice vector completes whole periods across the cell. Hence

$$
n(\mathbf Q)=\frac1\Omega\sum_{j\mathbf k}w_{\mathbf k}f_{j\mathbf k}\sum_{\mathbf G}c^*_{j\mathbf k}(\mathbf G)\,c_{j\mathbf k}(\mathbf G+\mathbf Q).
$$

At $\mathbf Q=0$ the inner sum is the norm, and $n(0)$ is the number of electrons per cell divided by $\Omega$, which is the mean density.

## The bound and its independence of k

A term in this sum can be nonzero only if both of its plane waves were kept. Let $\mathbf q=\mathbf k+\mathbf G$ and $\mathbf q'=\mathbf k+\mathbf G+\mathbf Q$ be their full wave vectors. Then $\mathbf Q=\mathbf q'-\mathbf q$, and

$$
|\mathbf Q|^2=|\mathbf q'|^2+|\mathbf q|^2-2\mathbf q'\cdot\mathbf q
\le G_{\max}^2+G_{\max}^2+2G_{\max}^2=4G_{\max}^2 .
$$

The last term uses $-\mathbf q'\cdot\mathbf q\le|\mathbf q'||\mathbf q|$. Therefore

$$
n(\mathbf Q)=0\quad\text{for}\quad|\mathbf Q|>2G_{\max},
\qquad
E_{\rm dens}=\tfrac12(2G_{\max})^2=4E_{\rm cut}.
$$

Each orbital contributes the same bound, so the sum over bands and Bloch vectors obeys it too, whatever the weights and occupations. The energy $E_{\rm dens}$ is a label for the radius of a sphere of vectors $\mathbf Q$. It is not the kinetic energy of an electron.

The bound does not contain $\mathbf k$, although the list of kept $\mathbf G$ does depend on it. From $\mathbf G=(\mathbf k+\mathbf G)-\mathbf k$ it follows only that $|\mathbf G|\le G_{\max}+|\mathbf k|$. Bounding $\mathbf G$ and $\mathbf G'$ separately would give the needlessly large radius $2(G_{\max}+|\mathbf k|)$. The difference must be taken first, since $\mathbf k$ drops out there.

Some programs may instead keep one fixed list, $|\mathbf G|\le G_{\max}$, at every $\mathbf k$. The same argument with $\mathbf q=\mathbf G$ and $\mathbf q'=\mathbf G'$ again gives $|\mathbf Q|\le2G_{\max}$. The kinetic energies in the list then vary with $\mathbf k$, but the density sphere does not.

## When the bound is reached

Let $D_{\mathbf k}$ be the largest $|\mathbf G'-\mathbf G|$ among the plane waves kept at $\mathbf k$. The result above says $D_{\mathbf k}\le2G_{\max}$. Equality requires both wave vectors to have length $G_{\max}$ and to point in opposite directions, so that $\mathbf k+\mathbf G'=-(\mathbf k+\mathbf G)$. Then $2\mathbf k=-(\mathbf G+\mathbf G')$ must be a reciprocal lattice vector, and a kept wave vector must lie on the cutoff sphere itself. For a general $\mathbf k$ or a general cutoff, $D_{\mathbf k}$ is smaller than $2G_{\max}$.

The shortfall becomes relatively small at high cutoff. Take a simple cubic cell of edge $a$, with $b=2\pi/a$. The vectors $\mathbf k+\mathbf G$ form a cubic lattice of spacing $b$. Rounding an arbitrary point to this lattice changes each coordinate by at most $b/2$, so a lattice point lies within

$$
R=\sqrt{3(b/2)^2}=\tfrac{\sqrt3}{2}\,b .
$$

Let $\mathbf u$ be a unit vector and let $G_{\max}\ge R$. Choose $\mathbf q'$ within $R$ of $(G_{\max}-R)\mathbf u$, and $\mathbf q$ within $R$ of $-(G_{\max}-R)\mathbf u$. Both have length at most $G_{\max}$, so both are kept. Along $\mathbf u$ they satisfy

$$
\mathbf u\cdot\mathbf q'\ge G_{\max}-2R,\qquad -\mathbf u\cdot\mathbf q\ge G_{\max}-2R .
$$

The length of $\mathbf q'-\mathbf q$ is at least its projection on $\mathbf u$. Adding the two inequalities gives

$$
2G_{\max}-4R\le D_{\mathbf k}\le2G_{\max},
\qquad
1-\frac{2R}{G_{\max}}\le\frac{D_{\mathbf k}}{2G_{\max}}\le1 .
$$

The ratio tends to one as $G_{\max}$ grows at fixed cell size. For another lattice the argument is the same with a different finite $R$.

An allowed difference can also carry a real density component. For two kept wave vectors separated by $\mathbf Q=\mathbf q'-\mathbf q\neq0$, the normalized orbital $\psi=(e^{i\mathbf q\cdot\mathbf r}+e^{i\mathbf q'\cdot\mathbf r})/\sqrt{2\Omega}$ has

$$
|\psi|^2=\frac{1}{2\Omega}\left(2+e^{i\mathbf Q\cdot\mathbf r}+e^{-i\mathbf Q\cdot\mathbf r}\right)
=\frac1\Omega\left[1+\cos(\mathbf Q\cdot\mathbf r)\right].
$$

A factor smaller than four therefore cannot be guaranteed for all orbitals and all cutoffs. In a particular calculation the outer coefficients may be small, and a lower density cutoff may be acceptable, but it is then an approximation whose error has to be measured.

## From the sphere to the FFT grid

In the simple cubic cell write $\mathbf Q=b\mathbf m$, with $\mathbf m$ a triple of integers, and abbreviate $n(b\mathbf m)$ to $n(\mathbf m)$. Put $N$ points along each edge, $\mathbf r_{\mathbf j}=a\mathbf j/N$ with $j_i=0,\dots,N-1$. Since $ab=2\pi$, a plane wave at these points is $e^{2\pi i\mathbf m\cdot\mathbf j/N}$. Replacing $\mathbf m$ by $\mathbf m+N\mathbf l$, with integer $\mathbf l$, multiplies it by $e^{2\pi i\mathbf l\cdot\mathbf j}=1$. The grid cannot tell these waves apart.

The discrete transform of the sampled density is

$$
\tilde n(\mathbf m)=\frac1{N^3}\sum_{\mathbf j}n(\mathbf r_{\mathbf j})e^{-2\pi i\mathbf m\cdot\mathbf j/N}
=\sum_{\mathbf p}n(\mathbf p)\,\frac1{N^3}\sum_{\mathbf j}e^{2\pi i(\mathbf p-\mathbf m)\cdot\mathbf j/N}.
$$

The sum over $\mathbf j$ is a product of three geometric sums. Each equals $N$ if its component of $\mathbf p-\mathbf m$ is a multiple of $N$, and zero otherwise. Thus

$$
\tilde n(\mathbf m)=\sum_{\mathbf l}n(\mathbf m+N\mathbf l).
$$

The terms with $\mathbf l\ne0$ are the aliasing error. The density values at the grid points are still correct if the orbitals were evaluated correctly there. What fails is the assignment of those values to Fourier components. Quantities computed from the affected components, such as the Hartree potential, are then wrong as well.

Inside the density sphere each index obeys $|m_i|\le|\mathbf Q|/b\le2G_{\max}/b$. Because $m_i$ is an integer,

$$
|m_i|\le M=\left\lfloor\frac{2G_{\max}}b\right\rfloor,
\qquad N\ge2M+1 .
$$

The second relation suffices to remove aliasing: two indices between $-M$ and $M$ differ by at most $2M$, which is less than $N$. With $N=2M$, the components $(M,0,0)$ and $(-M,0,0)$ fall on the same grid index and are mixed if present.

For a general cell with lattice vectors $\mathbf a_i$, the indices follow from $2\pi m_i=\mathbf Q\cdot\mathbf a_i$. Since $|\mathbf Q\cdot\mathbf a_i|\le2G_{\max}|\mathbf a_i|$, a sufficient choice is

$$
M_i=\left\lfloor\frac{G_{\max}|\mathbf a_i|}{\pi}\right\rfloor,\qquad N_i\ge2M_i+1 .
$$

Any larger $N_i$ is also safe, so it may be raised to a length convenient for the FFT. If the argument of the floor function is an integer up to rounding, it should be rounded to that integer and not to the one below.

The correct electron number does not show that a grid is adequate. The aliases of $\mathbf m=0$ have indices that are multiples of $N$. They are absent as soon as $N\ge M+1$, about half the required size, while other coefficients can still be wrong.

## Applying a potential on the same grid

The Hartree potential is $V_H(\mathbf Q)=4\pi n(\mathbf Q)/|\mathbf Q|^2$ for $\mathbf Q\ne0$, so it ends at the same radius as the density. Its product with an orbital can contain wave vectors of length up to $3G_{\max}$, which might suggest a larger grid. Only the part of the product inside the orbital sphere is needed, however.

Let a potential $V$ have indices no larger than $M$ in magnitude, and let $c(\mathbf m')$ be the orbital coefficients. By the same geometric sums, the grid transform of the product at $\mathbf m$ is

$$
\sum_{\mathbf m'}c(\mathbf m')\sum_{\mathbf l}V(\mathbf m-\mathbf m'+N\mathbf l).
$$

For two kept plane waves, $|m_i-m_i'|\le M$. A nonzero shift in direction $i$ takes this difference to a magnitude of at least $N-M\ge M+1$, where $V$ has no component. The term $\mathbf l=0$ alone remains, and the result in the orbital sphere is correct on the grid already chosen.

The exchange-correlation potential needs separate care because it is a nonlinear function of the density. Even the simple product $n^2$ can reach $4G_{\max}$, by the argument used above for two factors. The fourfold cutoff does not make such functions free of aliasing. Nor does it cover augmentation charges in ultrasoft or projector augmented-wave methods, since these are added to the plane-wave density and are not products of the kept plane waves.

## A model crystal

The example uses a simple cubic cell with $a=6$ bohr and $E_{\rm cut}=6$ hartree. Each cell contains a Gaussian well $-V_0e^{-r^2/(2s^2)}$ with $V_0=5$ hartree and $s=0.5$ bohr, repeated periodically. The Fourier coefficient of the potential is the Gaussian integral

$$
V(\mathbf Q)=-\frac{V_0(2\pi)^{3/2}s^3}{\Omega}\,e^{-|\mathbf Q|^2s^2/2}.
$$

The Hamiltonian, with kinetic energies on its diagonal and $V(\mathbf G-\mathbf G')$ as potential matrix, was diagonalized numerically. The lowest band holds two electrons, which do not interact in this model. Three equally weighted Bloch vectors were used: $\mathbf k/b=(0,0,0)$, $(0.5,0.5,0.5)$ and $(0.10,0.20,0.35)$. They illustrate the bound and are not a converged zone sampling.

The radii are

$$
G_{\max}=\sqrt{2\times6}=3.464\ \text{bohr}^{-1},\qquad
2G_{\max}=6.928\ \text{bohr}^{-1},
$$

and the density cutoff is $6.928^2/2=24$ hartree, or 653 eV, against 163 eV for the orbitals. Doubling a radius multiplies the volume by eight. The actual lists at $\mathbf k=0$ contain 147 and 1213 vectors, a ratio of 8.25, because a discrete lattice does not fill a sphere evenly.

| $\mathbf k$ | plane waves | $\max\lvert\mathbf G\rvert$ | $D_{\mathbf k}$ |
|---|---:|---:|---:|
| centre | 147 | 3.312 | 6.623 |
| corner | 160 | 4.318 | 6.867 |
| general | 150 | 3.776 | 6.787 |

Lengths in the table are in $\text{bohr}^{-1}$. At the corner, $|\mathbf G|$ exceeds $G_{\max}$ by a quarter, yet the largest difference stays below $2G_{\max}$. The values of $D_{\mathbf k}$ follow from the integer lattice. With $b=1.0472\ \text{bohr}^{-1}$, the bound allows $|\mathbf m|^2\le(6.928/1.0472)^2\approx43.8$. The three values are $\sqrt{40}\,b$, $\sqrt{43}\,b$ and $\sqrt{42}\,b$. No Bloch vector can give more than $\sqrt{43}\,b$ here, since $|\mathbf m|^2$ is an integer.

The lower bound is much looser: $R=0.907\ \text{bohr}^{-1}$ gives $6.928-4(0.907)=3.30\ \text{bohr}^{-1}$. At the general $\mathbf k$, the ratio $D_{\mathbf k}/(2G_{\max})$ is 0.980, 0.994 and 0.998 for orbital cutoffs of 6, 24 and 54 hartree, in line with the limit of one.

To see what a smaller density sphere costs, the density was sampled on $20^3$ points, transformed, truncated and transformed back. The largest error on those points, divided by the mean density $2/216=0.0093\ \text{bohr}^{-3}$, was:

| density cutoff | largest error / mean density |
|---|---:|
| $E_{\rm cut}$ | 13 |
| $2E_{\rm cut}$ | 1.6 |
| $3E_{\rm cut}$ | 0.16 |
| $4E_{\rm cut}$ | $4\times10^{-14}$ |

The errors are relative to the mean, not to the local density. The last one is rounding. At three times the orbital cutoff the loss is still visible, because the sphere then ends at $\sqrt{2\times18}=6.0\ \text{bohr}^{-1}$, short of all three values of $D_{\mathbf k}$.

For the grid, $2G_{\max}/b=6.62$, so $M=6$ and the rule asks for $N\ge13$. The next table gives the largest error of a discrete coefficient within the density sphere, divided by $n(0)$.

| $N$ | largest coefficient error / $n(0)$ |
|---:|---:|
| 7 | 0.75 |
| 10 | 0.038 |
| 12 | $5.8\times10^{-4}$ |
| 13 | $9\times10^{-16}$ |

Seven points per edge can hold every orbital index in this example, from $-3$ to $3$, and they give the correct electron number because $7=M+1$. The largest coefficient error is nevertheless three quarters of $n(0)$. This measure runs over every index in the density sphere, including those beyond $\pm3$, and an aliased pair is affected unequally: at $N=7$ the components $(6,0,0)$ and $(-1,0,0)$ share a grid index, so the error of the first is the whole of $n(-1,0,0)$, of magnitude $0.74\,n(0)$, while the error of the second is only $n(6,0,0)$, of magnitude $5.8\times10^{-4}\,n(0)$. The largest error, $0.75\,n(0)$, is of the first kind and occurs at $(0,0,\pm6)$; the axes differ slightly because the general $\mathbf k$ does not have cubic symmetry. At $N=12$ the mixed pairs inside the sphere have one index equal to $6$ in one member and $-6$ in the other, with the remaining indices equal. These components are small in this model, which is why the error is small, but it is far above rounding. One more point per edge separates them.
